# Long-distance attenuation of two randomly coupled waveguide modes: verification in Python

```python
"""
Result under test: two forward modes with power losses alpha1 < alpha2 and
random mutual power coupling h > 0 obey P' = -M P for the mean powers, with
M = [[alpha1+h, -h], [-h, alpha2+h]]. At long distance the mean total power
decays at the smaller eigenvalue
    lambda_slow = mean_loss + h - q,   q = sqrt(delta^2 + h^2),
    mean_loss = (alpha1+alpha2)/2,     delta = (alpha2-alpha1)/2.
Microscopic model: amplitude coupling kappa*f(z), f = +-1 telegraph noise of
correlation length Lc; dbeta is the difference of propagation constants, and
h = 2 kappa^2 Lc / (1 + (dbeta Lc)^2).
Rates are in 1/cm and lengths in cm unless a name or label says otherwise.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.linalg import expm

DB = 10 * np.log10(np.e)      # dB/cm per 1/cm of power attenuation


def loss_matrix(a1, a2, h):
    return np.array([[a1 + h, -h], [-h, a2 + h]])


def slow_formula(a1, a2, h):
    return (a1 + a2) / 2 + h - np.hypot((a2 - a1) / 2, h)


def typical_formula(a1, a2, h):
    d = (a2 - a1) / 2
    return (a1 + a2) / 2 + h - d / np.tanh(d / h)


def power_formula(a1, a2, h, z, start):
    d = (a2 - a1) / 2
    q = np.hypot(d, h)
    n = np.array([[d, h], [h, -d]])
    prop = np.cosh(q * z) * np.eye(2) + np.sinh(q * z) / q * n
    return np.exp(-((a1 + a2) / 2 + h) * z) * prop @ start


def coupling_rate(kappa, corr, dbeta):
    return 2 * kappa**2 * corr / (1 + (dbeta * corr)**2)


def amplitude_generator(a1, a2, kappa, dbeta):
    return np.array([[-0.5j * dbeta - a1 / 2, -1j * kappa],
                     [-1j * kappa, 0.5j * dbeta - a2 / 2]])


def telegraph_slow_rate(a1, a2, kappa, corr, dbeta):
    """Slowest decay of the exactly averaged density matrix (8 x 8)."""
    blocks = []
    for sign in (1, -1):
        k = amplitude_generator(a1, a2, sign * kappa, dbeta)
        blocks.append(np.kron(k, np.eye(2)) + np.kron(np.eye(2), k.conj()))
    switch = 1 / (2 * corr)
    one, zero = np.eye(4), np.zeros((4, 4))
    full = np.block([[blocks[0], zero], [zero, blocks[1]]])
    full = full + switch * np.block([[-one, one], [one, -one]])
    return -np.max(np.linalg.eigvals(full).real)


# ---------- example parameters: rough values for a two-mode silicon wire
loss1_db, loss2_db = 2.0, 6.0
kappa = 100.0
corr_nm, wavelength_nm = 50.0, 1550.0
index1, index2 = 2.5, 2.1
a1, a2 = loss1_db / DB, loss2_db / DB
corr = corr_nm * 1e-7
k0 = 2 * np.pi / (wavelength_nm * 1e-7)
dbeta = k0 * (index1 - index2)
h = coupling_rate(kappa, corr, dbeta)
delta = (a2 - a1) / 2
q = np.hypot(delta, h)
M = loss_matrix(a1, a2, h)
eigs = np.linalg.eigvalsh(M)
slow = slow_formula(a1, a2, h)
assert abs(eigs[0] - slow) < 1e-12

# ---------- closed solution, slope, mode ratio and intercept against ODE
launches = {"mode 1": np.array([1.0, 0.0]), "mode 2": np.array([0.0, 1.0]),
            "mixed": np.array([0.3, 0.7])}
intercepts = {}
for name, start in launches.items():
    sol = solve_ivp(lambda z, p: -M @ p, (0, 40), start, method="DOP853",
                    t_eval=[1, 5, 30, 40], rtol=1e-11, atol=1e-20)
    assert sol.success
    for i, z in enumerate(sol.t):
        ref = power_formula(a1, a2, h, z, start)
        assert np.allclose(sol.y[:, i], ref, rtol=1e-7, atol=0)
    total = sol.y.sum(axis=0)
    slope = -np.log(total[3] / total[2]) / 10
    assert abs(slope - slow) < 1e-7
    assert abs(sol.y[1, 3] / sol.y[0, 3] - h / (delta + q)) < 1e-7
    intercepts[name] = total[3] * np.exp(eigs[0] * 40)
assert abs(intercepts["mode 1"] - (1 + (h + delta) / q) / 2) < 1e-6
assert abs(intercepts["mode 2"] - (1 + (h - delta) / q) / 2) < 1e-6

# without coupling, a pure launch in the lossy mode keeps the larger loss
uncoupled = expm(-loss_matrix(a1, a2, 0.0) * 10) @ launches["mode 2"]
assert abs(-np.log(uncoupled.sum()) / 10 - a2) < 1e-10

# ---------- bounds, monotonic rise and limiting laws against eigenvalues
scan = np.geomspace(1e-3, 1e3, 61) * delta
rates = np.array([np.linalg.eigvalsh(loss_matrix(a1, a2, x))[0]
                  for x in scan])
assert np.all(np.diff(rates) > 0)
assert np.all(rates > a1) and np.all(rates < (a1 + a2) / 2)
assert np.all(rates < a1 + scan)
weak, strong = 0.02 * delta, 50 * delta
weak_eig = np.linalg.eigvalsh(loss_matrix(a1, a2, weak))[0]
strong_eig = np.linalg.eigvalsh(loss_matrix(a1, a2, strong))[0]
assert abs(weak_eig - (a1 + weak - weak**2 / (2 * delta))) < 1e-6 * delta
assert abs(strong_eig - ((a1 + a2) / 2 - delta**2 / (2 * strong))) \
    < 1e-5 * delta

# ---------- power equations against exactly averaged amplitude equations
micro = telegraph_slow_rate(a1, a2, kappa, corr, dbeta)
assert abs(micro - slow) < 1e-4 * slow
memory_error = {}
for k_lc in (0.05, 0.5):      # units of the correlation length
    hh = coupling_rate(k_lc, 1.0, 0.5)
    exact_rate = telegraph_slow_rate(hh, 5 * hh, k_lc, 1.0, 0.5)
    memory_error[k_lc] = (exact_rate / slow_formula(hh, 5 * hh, hh) - 1)
assert abs(memory_error[0.05]) < 0.005
assert abs(memory_error[0.5]) > 0.05

# ---------- simulated guides: mean powers and typical logarithmic slope
# lengths in units of the correlation length; losses are h and 5h
rng = np.random.default_rng(7)
guides, step, sim_kappa, sim_dbeta = 4000, 0.2, 0.1, 1.0
sim_h = coupling_rate(sim_kappa, 1.0, sim_dbeta)
sim_a1, sim_a2 = sim_h, 5 * sim_h
U = expm(amplitude_generator(sim_a1, sim_a2, sim_kappa, sim_dbeta) * step)
flip = (1 - np.exp(-step)) / 2
sign = rng.choice([-1.0, 1.0], guides)
amp1 = np.ones(guides, complex)
amp2 = np.zeros(guides, complex)
marks = {round(m / sim_h / step): m for m in (2, 5, 15)}
log_mean = {}
for n in range(1, max(marks) + 1):
    # reversing the coupling sign reverses the off-diagonal elements of U
    amp1, amp2 = (U[0, 0] * amp1 + sign * U[0, 1] * amp2,
                  sign * U[1, 0] * amp1 + U[1, 1] * amp2)
    sign = np.where(rng.random(guides) < flip, -sign, sign)
    if n in marks:
        p1, p2 = abs(amp1)**2, abs(amp2)**2
        log_mean[marks[n]] = np.log(p1 + p2).mean()
        if marks[n] == 2:
            sim_mean = np.array([p1.mean(), p2.mean()])
sim_ref = power_formula(sim_a1, sim_a2, sim_h, 2 / sim_h, np.array([1., 0.]))
# tolerances: sampling error of 4000 guides plus finite correlation length
assert abs(sim_mean.sum() / sim_ref.sum() - 1) < 0.05
assert abs(sim_mean[1] / sim_ref[1] - 1) < 0.10
sim_typical = (log_mean[5] - log_mean[15]) / 10        # in units of h
ref_typical = typical_formula(sim_a1, sim_a2, sim_h) / sim_h
ref_mean = slow_formula(sim_a1, sim_a2, sim_h) / sim_h
assert abs(sim_typical - ref_typical) < 0.04
assert sim_typical - ref_mean > 0.10

# ---------- sizes of neglected effects for the example
typical = typical_formula(a1, a2, h)
indices = np.array([index1, index2])
back = coupling_rate(kappa, corr, k0 * (indices[:, None] + indices))
outflow = M + np.diag(back.sum(axis=1))
two_way = np.block([[-outflow, back], [-back, outflow]])
with_back = np.min(np.abs(np.linalg.eigvals(two_way).real))
assert with_back > slow
input_mw, area_um2, tpa_cm_per_gw = 1.0, 0.1, 0.5      # rough values
tpa = tpa_cm_per_gw * 1e-9 * (input_mw * 1e-3) / (area_um2 * 1e-8)

# ---------- printed numbers
print(f"loss of mode 1: {loss1_db:.1f} dB/cm")
print(f"loss of mode 2: {loss2_db:.1f} dB/cm")
print(f"rms amplitude coupling: {kappa:.0f} 1/cm")
print(f"correlation length: {corr_nm:.0f} nm")
print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"effective indices: {index1:.1f}, {index2:.1f}")
print(f"conversion: {DB:.4f} dB/cm per 1/cm")
print(f"dbeta * Lc: {dbeta * corr:.4f}")
print(f"power coupling h: {h:.5f} 1/cm = {h * DB:.4f} dB/cm")
print(f"mean loss: {(a1 + a2) / 2 * DB:.4f} dB/cm")
print(f"half difference delta: {delta * DB:.4f} dB/cm")
print(f"root q: {q * DB:.4f} dB/cm")
print(f"smaller eigenvalue: {eigs[0]:.5f} 1/cm = {eigs[0] * DB:.4f} dB/cm")
print(f"larger eigenvalue: {eigs[1] * DB:.4f} dB/cm")
print(f"alpha1 + h: {(a1 + h) * DB:.4f} dB/cm")
print(f"settling length 1/(2q): {1 / (2 * q):.3f} cm")
print(f"long-distance P2/P1: {h / (delta + q):.4f}")
for name in ("mode 1", "mode 2"):
    val = intercepts[name]
    print(f"launch {name}, intercept: {val:.4f} = {10*np.log10(val):.3f} dB")
    for z in (0, 1, 2, 5, 10):
        p = power_formula(a1, a2, h, z, launches[name])
        local = (a1 * p[0] + a2 * p[1]) / p.sum() * DB
        print(f"launch {name}, z={z} cm: P1={p[0]:.4e}, P2={p[1]:.4e}, "
              f"total={10 * np.log10(p.sum()):.3f} dB, "
              f"local loss={local:.4f} dB/cm")
for h_db in (0.1, 1.0, 10.0, 100.0):
    val = np.linalg.eigvalsh(loss_matrix(loss1_db, loss2_db, h_db))[0]
    print(f"h={h_db:.1f} dB/cm: smaller eigenvalue {val:.4f} dB/cm")
print(f"finite-correlation shift: {(micro - slow) * DB:.1e} dB/cm")
for k_lc, err in memory_error.items():
    print(f"test, kappa*Lc={k_lc}: exact/power-equation rate - 1 = {err:.5f}")
print(f"simulation, typical slope / h: {sim_typical:.3f}")
print(f"formula, typical slope / h: {ref_typical:.3f}")
print(f"formula, mean-power slope / h: {ref_mean:.3f}")
print(f"example, typical single-guide slope: {typical * DB:.4f} dB/cm")
print(f"backward coupling 1-1, 1-2, 2-2: {back[0, 0] * DB:.3f}, "
      f"{back[0, 1] * DB:.3f}, {back[1, 1] * DB:.3f} dB/cm")
print(f"slow rate with backscattering: {with_back * DB:.3f} dB/cm")
print(f"two-photon inputs: {input_mw:.0f} mW, {area_um2:.1f} um2, "
      f"{tpa_cm_per_gw:.1f} cm/GW")
print(f"two-photon loss at input: {tpa * DB:.4f} dB/cm")
print("all assertions hold")
```

Output:

```
loss of mode 1: 2.0 dB/cm
loss of mode 2: 6.0 dB/cm
rms amplitude coupling: 100 1/cm
correlation length: 50 nm
wavelength: 1550 nm
effective indices: 2.5, 2.1
conversion: 4.3429 dB/cm per 1/cm
dbeta * Lc: 0.0811
power coupling h: 0.09935 1/cm = 0.4315 dB/cm
mean loss: 4.0000 dB/cm
half difference delta: 2.0000 dB/cm
root q: 2.0460 dB/cm
smaller eigenvalue: 0.54927 1/cm = 2.3854 dB/cm
larger eigenvalue: 6.4775 dB/cm
alpha1 + h: 2.4315 dB/cm
settling length 1/(2q): 1.061 cm
long-distance P2/P1: 0.1066
launch mode 1, intercept: 1.0942 = 0.391 dB
launch mode 1, z=0 cm: P1=1.0000e+00, P2=0.0000e+00, total=0.000 dB, local loss=2.0000 dB/cm
launch mode 1, z=1 cm: P1=5.7341e-01, P2=3.7150e-02, total=-2.143 dB, local loss=2.2434 dB/cm
launch mode 1, z=2 cm: P1=3.3018e-01, P2=2.9809e-02, total=-4.437 dB, local loss=2.3312 dB/cm
launch mode 1, z=5 cm: P1=6.3447e-02, P2=6.7043e-03, total=-11.540 dB, local loss=2.3823 dB/cm
launch mode 1, z=10 cm: P1=4.0704e-03, P2=4.3403e-04, total=-23.464 dB, local loss=2.3854 dB/cm
launch mode 2, intercept: 0.1167 = -9.330 dB
launch mode 2, z=0 cm: P1=0.0000e+00, P2=1.0000e+00, total=0.000 dB, local loss=6.0000 dB/cm
launch mode 2, z=1 cm: P1=3.7150e-02, P2=2.2900e-01, total=-5.749 dB, local loss=5.4417 dB/cm
launch mode 2, z=2 cm: P1=2.9809e-02, P2=5.3820e-02, total=-10.776 dB, local loss=4.5742 dB/cm
launch mode 2, z=5 cm: P1=6.7043e-03, P2=1.2921e-03, total=-20.971 dB, local loss=2.6463 dB/cm
launch mode 2, z=10 cm: P1=4.3403e-04, P2=4.6617e-05, total=-33.182 dB, local loss=2.3880 dB/cm
h=0.1 dB/cm: smaller eigenvalue 2.0975 dB/cm
h=1.0 dB/cm: smaller eigenvalue 2.7639 dB/cm
h=10.0 dB/cm: smaller eigenvalue 3.8020 dB/cm
h=100.0 dB/cm: smaller eigenvalue 3.9800 dB/cm
finite-correlation shift: -6.2e-07 dB/cm
test, kappa*Lc=0.05: exact/power-equation rate - 1 = -0.00093
test, kappa*Lc=0.5: exact/power-equation rate - 1 = -0.09374
simulation, typical slope / h: 1.924
formula, typical slope / h: 1.925
formula, mean-power slope / h: 1.764
example, typical single-guide slope: 2.4311 dB/cm
backward coupling 1-1, 1-2, 2-2: 0.214, 0.232, 0.252 dB/cm
slow rate with backscattering: 2.815 dB/cm
two-photon inputs: 1 mW, 0.1 um2, 0.5 cm/GW
two-photon loss at input: 0.0022 dB/cm
all assertions hold
```
